# Fragility of a Vogel-Fulcher liquid and its use in crystallization kinetics: test program

```python
"""Fragility of a Vogel-Fulcher (VFT) liquid.

Result under test: if log10(eta/eta_inf) = B/(T - T0) and this equals D at Tg,
then m = d log10(eta) / d(Tg/T) at Tg equals D*Tg/(Tg - T0).
eta: viscosity (Pa s); eta_inf: its high-temperature limit; Tg: glass transition
temperature (K); T0: divergence temperature (K); D: decades between eta_inf and
eta(Tg); m: fragility. The program also tests consequences for crystal growth
and sizes effects that the VFT liquid leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

K_EV = const.k / const.e          # Boltzmann constant, eV/K
LN10 = np.log(10.0)

# Given data
Tg, T0, D = 400.0, 320.0, 17.0
# Round auxiliary parameters
eta_inf = 1e-5                   # Pa s
T_melt = 900.0                   # K
heat_fusion = 0.12               # eV per atom
jump = 0.3e-9                    # m
E_glass = 2.5                    # eV, activation energy of the frozen glass
tau_g = 100.0                    # s, relaxation time at Tg
xi_dec = 0.8                     # decoupling exponent
T_use = 85.0 + const.zero_Celsius


def viscosity(T, tg=Tg, t0=T0, d=D):
    """VFT viscosity in Pa s."""
    return eta_inf * np.exp(LN10 * d * (tg - t0) / (T - t0))


def slope_at_tg(log_function, tg, h=1e-5):
    """Central difference of log_function(T) with respect to tg/T at T = tg."""
    return (log_function(tg / (1 + h)) - log_function(tg / (1 - h))) / (2 * h)


def numeric_fragility(tg, t0, d):
    return slope_at_tg(lambda T: np.log10(viscosity(T, tg, t0, d)), tg)


def fragility(tg, t0, d):
    return d * tg / (tg - t0)


# Fragility from its definition against the closed formula, several liquids
for tg, t0, d in [(Tg, T0, D), (500.0, 300.0, 15.0), (650.0, 560.0, 16.0),
                  (1400.0, 0.0, 14.0)]:
    assert abs(numeric_fragility(tg, t0, d) / fragility(tg, t0, d) - 1) < 1e-6
m_num = numeric_fragility(Tg, T0, D)
m = fragility(Tg, T0, D)
assert abs(m_num - 85.0) < 1e-4
B = D * (Tg - T0)
m_strong = numeric_fragility(Tg, 0.0, D)
assert abs(m_strong - D) < 1e-5

# Inverse problem: find T0 from the numerical slope alone
T0_found = brentq(lambda t: numeric_fragility(Tg, t, D) - m, 100.0, 380.0)
assert abs(T0_found - Tg * (1 - D / m)) < 1e-3

# Apparent activation energy, from ln(eta) against 1/(kT)
dT = 1e-3
E_num = (np.log(viscosity(Tg - dT)) - np.log(viscosity(Tg + dT))) / (
    1 / (K_EV * (Tg - dT)) - 1 / (K_EV * (Tg + dT)))
E_app = m * K_EV * Tg * LN10
assert abs(E_num / E_app - 1) < 1e-5

# Sensitivities, by differences of the numerical fragility
s_T0 = D * Tg / (Tg - T0) ** 2
s_Tg = -D * T0 / (Tg - T0) ** 2
s_D = Tg / (Tg - T0)
e = 0.05
n_T0 = (numeric_fragility(Tg, T0 + e, D) - numeric_fragility(Tg, T0 - e, D)) / (2 * e)
n_Tg = (numeric_fragility(Tg + e, T0, D) - numeric_fragility(Tg - e, T0, D)) / (2 * e)
n_D = (numeric_fragility(Tg, T0, D + e) - numeric_fragility(Tg, T0, D - e)) / (2 * e)
for formula, number in [(s_T0, n_T0), (s_Tg, n_Tg), (s_D, n_D)]:
    assert abs(formula - number) < 1e-4

# Secant over a finite window above Tg
T_win = 420.0
secant = (np.log10(viscosity(Tg)) - np.log10(viscosity(T_win))) / (1 - Tg / T_win)
assert abs(secant - B * T_win / ((Tg - T0) * (T_win - T0))) < 1e-8
assert secant < m


def liquid_decades(T):
    return np.log10(viscosity(T) / eta_inf)


def growth_speed(T, decades, xi):
    """Crystal growth speed in m/s."""
    drive = heat_fusion / K_EV * (1 / T - 1 / T_melt)
    eta_eff = eta_inf * 10 ** (xi * decades)
    return const.k * T / (3 * np.pi * jump**2 * eta_eff) * (-np.expm1(-drive))


# Growth slope at Tg, with and without decoupling
g_Tg = heat_fusion / K_EV * (1 / Tg - 1 / T_melt)
growth_slope = {}
for xi in (1.0, xi_dec):
    number = -slope_at_tg(
        lambda T: np.log10(growth_speed(T, liquid_decades(T), xi)), Tg)
    formula = xi * m + (1 - heat_fusion / (K_EV * Tg) / np.expm1(g_Tg)) / LN10
    assert abs(number - formula) < 1e-4
    growth_slope[xi] = number


# Another viscosity law with the same Tg, D and m
def myega_decades(T):
    return D * Tg / T * np.exp((m / D - 1) * (Tg / T - 1))


assert abs(myega_decades(Tg) - liquid_decades(Tg)) < 1e-9
assert abs(slope_at_tg(myega_decades, Tg) - m_num) < 1e-4


# Cooling through the transition: fictive temperature Tf
def tau_liquid(T):
    return tau_g * viscosity(T) / viscosity(Tg)


def frozen_tf(rate, T_start=440.0, T_end=300.0):
    def rhs(s, y):
        T, tf = T_start - s, y[0]
        tau = tau_liquid(tf) * np.exp(E_glass / K_EV * (1 / T - 1 / tf))
        return [(T - tf) / (rate * tau)]
    sol = solve_ivp(rhs, (0.0, T_start - T_end), [T_start], method="Radau",
                    rtol=1e-7, atol=1e-7)
    assert sol.success
    return sol.y[0, -1]


def freezing_estimate(rate):
    """Temperature where rate*|d tau/dT| = 1 in the equilibrium liquid."""
    return brentq(lambda T: np.log(rate * tau_liquid(T) * B * LN10 / (T - T0) ** 2),
                  360.0, 900.0)


def width(T):
    """Temperature change that alters tau by a factor e."""
    return (T - T0) ** 2 / (B * LN10)


slow, fast, quench = 10 / 60.0, 100 / 60.0, 1e10
tf_slow, tf_fast = frozen_tf(slow), frozen_tf(fast)
est_slow, est_fast = freezing_estimate(slow), freezing_estimate(fast)
# The criterion leaves an order-one factor open: agreement within three widths
assert abs(tf_slow - est_slow) < 3 * width(est_slow)
assert abs(tf_fast - est_fast) < 3 * width(est_fast)
# One decade in rate is about one decade in viscosity; the order-one factor
# drifts with the changing activation energy, hence the wide tolerance
one_decade = T0 + B / (liquid_decades(tf_slow) - 1) - tf_slow
assert abs((tf_fast - tf_slow) / one_decade - 1) < 0.35
tf_quench = freezing_estimate(quench)

# Temperature of use: liquid continuation against frozen glass
dec_liq = liquid_decades(T_use)
dec_glass = D + E_glass / (K_EV * LN10) * (1 / T_use - 1 / Tg)
assert dec_liq > dec_glass
length = 10e-9
years = {xi: length / growth_speed(T_use, dec_glass, xi) / const.Julian_year
         for xi in (1.0, xi_dec)}

print(f"Glass transition temperature Tg: {Tg:.0f} K")
print(f"Divergence temperature T0: {T0:.0f} K")
print(f"Decades at Tg above the limit D: {D:.0f}")
print(f"VFT parameter B: {B:.0f} K")
print(f"Fragility, closed formula: {m:.4f}")
print(f"Fragility, numerical derivative: {m_num:.4f}")
print(f"Fragility for T0 = 0 (Arrhenius): {m_strong:.4f}")
print(f"T0 recovered from the slope: {T0_found:.3f} K")
print(f"Apparent activation energy at Tg: {E_app:.3f} eV")
print(f"Sensitivity dm/dT0: {s_T0:.4f} per K")
print(f"Sensitivity dm/dTg: {s_Tg:.4f} per K")
print(f"Sensitivity dm/dD: {s_D:.4f} per decade")
print(f"Secant slope from Tg to {T_win:.0f} K: {secant:.2f}")
print(f"Viscosity limit eta_inf: {eta_inf:.1e} Pa s")
print(f"Viscosity at Tg: {viscosity(Tg):.2e} Pa s")
print(f"Melting temperature: {T_melt:.0f} K")
print(f"Heat of fusion: {heat_fusion:.2f} eV per atom")
print(f"Jump length: {jump * 1e9:.1f} nm")
print(f"Reduced driving force g at Tg: {g_Tg:.3f}")
print(f"Growth speed at Tg, xi = 1: {growth_speed(Tg, D, 1.0) * 1e9:.2e} nm/s")
print(f"Growth slope at Tg, xi = 1: {growth_slope[1.0]:.2f}")
print(f"Growth slope at Tg, xi = {xi_dec}: {growth_slope[xi_dec]:.2f}")
for T in (450.0, 600.0):
    a, b = liquid_decades(T), myega_decades(T)
    print(f"Decades at {T:.0f} K, VFT: {a:.2f}")
    print(f"Decades at {T:.0f} K, MYEGA: {b:.2f}")
    print(f"Viscosity ratio VFT/MYEGA at {T:.0f} K: {10 ** (a - b):.1f}")
print(f"Relaxation time at Tg: {tau_g:.0f} s")
print(f"Frozen fictive temperature, 10 K/min: {tf_slow:.1f} K")
print(f"Frozen fictive temperature, 100 K/min: {tf_fast:.1f} K")
print(f"Shift for tenfold rate, integrated: {tf_fast - tf_slow:.2f} K")
print(f"Shift for one viscosity decade: {one_decade:.2f} K")
print(f"Freezing criterion, 10 K/min: {est_slow:.1f} K")
print(f"Freezing criterion, 100 K/min: {est_fast:.1f} K")
print(f"Freezing criterion, {quench:.0e} K/s: {tf_quench:.0f} K")
print(f"Width of that estimate (factor e in tau): {width(tf_quench):.0f} K")
print(f"Temperature of use: {T_use:.2f} K")
print(f"Glass activation energy: {E_glass:.1f} eV")
print(f"Decades at use, VFT continuation: {dec_liq:.2f}")
print(f"Decades at use, Arrhenius glass: {dec_glass:.2f}")
print(f"Excess of the VFT continuation: {dec_liq - dec_glass:.2f} decades")
print(f"Time to grow 10 nm in glass, xi = 1: {years[1.0]:.2e} years")
print(f"Time to grow 10 nm in glass, xi = {xi_dec}: {years[xi_dec]:.2e} years")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Glass transition temperature Tg: 400 K
Divergence temperature T0: 320 K
Decades at Tg above the limit D: 17
VFT parameter B: 1360 K
Fragility, closed formula: 85.0000
Fragility, numerical derivative: 85.0000
Fragility for T0 = 0 (Arrhenius): 17.0000
T0 recovered from the slope: 320.000 K
Apparent activation energy at Tg: 6.746 eV
Sensitivity dm/dT0: 1.0625 per K
Sensitivity dm/dTg: -0.8500 per K
Sensitivity dm/dD: 5.0000 per decade
Secant slope from Tg to 420 K: 71.40
Viscosity limit eta_inf: 1.0e-05 Pa s
Viscosity at Tg: 1.00e+12 Pa s
Melting temperature: 900 K
Heat of fusion: 0.12 eV per atom
Jump length: 0.3 nm
Reduced driving force g at Tg: 1.934
Growth speed at Tg, xi = 1: 5.57e-06 nm/s
Growth slope at Tg, xi = 1: 85.18
Growth slope at Tg, xi = 0.8: 68.18
Decades at 450 K, VFT: 10.46
Decades at 450 K, MYEGA: 9.69
Viscosity ratio VFT/MYEGA at 450 K: 5.9
Decades at 600 K, VFT: 4.86
Decades at 600 K, MYEGA: 2.99
Viscosity ratio VFT/MYEGA at 600 K: 74.1
Relaxation time at Tg: 100 s
Frozen fictive temperature, 10 K/min: 399.8 K
Frozen fictive temperature, 100 K/min: 404.9 K
Shift for tenfold rate, integrated: 5.09 K
Shift for one viscosity decade: 4.97 K
Freezing criterion, 10 K/min: 404.3 K
Freezing criterion, 100 K/min: 409.6 K
Freezing criterion, 1e+10 K/s: 540 K
Width of that estimate (factor e in tau): 15 K
Temperature of use: 358.15 K
Glass activation energy: 2.5 eV
Decades at use, VFT continuation: 35.65
Decades at use, Arrhenius glass: 20.68
Excess of the VFT continuation: 14.97 decades
Time to grow 10 nm in glass, xi = 1: 2.88e+02 years
Time to grow 10 nm in glass, xi = 0.8: 2.11e-02 years
ALL CHECKS PASSED
```
